# Reductive elimination from a metal dialkyl followed with C2v symmetry: test program

```python
"""Reductive elimination M(CH3)2 -> M + C2H6 with C2v symmetry.

Result under test: the symmetric (a1) metal-carbon pair becomes the C-C bond,
and the antisymmetric (b2) pair becomes a metal d_yz pair, provided that d_yz
ends below both C-C sigma* and the lowest empty metal a1 orbital.
Axes: C2 = z, metal and carbons in the yz plane, metal at the origin.
Model: carbon hybrids h1, h2 (energy e_h, coupling beta), metal a1 orbital
(e_a, coupling v_a to each hybrid), metal d_yz (e_d, couplings +v_d, -v_d).
Metal share: fraction of an electron pair's orbital that lies on the metal.
Molecule: PBE0, LANL2DZ on Pd, 6-31G elsewhere. Symmetry is not imposed by
the solver; filled orbitals are checked to lie below all empty ones.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"    # must be set before numpy is loaded
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag, eigh
from pyscf import gto, dft, tddft, lib

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
OPERATIONS = {"E": (1, 1, 1), "C2": (-1, -1, 1),
              "s_xz": (1, -1, 1), "s_yz": (-1, 1, 1)}
CHARACTERS = {"a1": (1, 1, 1, 1), "a2": (1, 1, -1, -1),
              "b1": (1, -1, 1, -1), "b2": (1, -1, -1, 1)}

# ---------- symmetry of the two carbon hybrids ----------
sites = np.array([[0, 1.0, 1.0], [0, -1.0, 1.0]])
site_chars = [sum(np.allclose(p * np.array(op), p) for p in sites)
              for op in OPERATIONS.values()]
multiplicity = {g: np.dot(c, site_chars) / 4 for g, c in CHARACTERS.items()}
assert multiplicity == {"a1": 1, "a2": 0, "b1": 0, "b2": 1}
print("hybrid characters (E, C2, s_xz, s_yz):", *site_chars)
print("hybrid irreps:", *[g for g in multiplicity if multiplicity[g] == 1])


# ---------- four-orbital model ----------
def model_diagonalized(e_a, e_d, e_h, beta, v_a, v_d):
    """Lowest a1 and b2 metal shares, and b2 count in the lowest two levels."""
    h = np.array([[e_a, 0, v_a, v_a], [0, e_d, v_d, -v_d],
                  [v_a, v_d, e_h, beta], [v_a, -v_d, beta, e_h]])
    swap = np.array([[1, 0, 0, 0], [0, -1, 0, 0],
                     [0, 0, 0, 1], [0, 0, 1, 0]])
    vec = np.linalg.eigh(h)[1]
    parity = np.einsum("ij,ik,kj->j", vec, swap, vec)
    assert np.allclose(abs(parity), 1, atol=1e-8)
    sym, anti = np.where(parity > 0)[0][0], np.where(parity < 0)[0][0]
    share = (vec[:2] ** 2).sum(axis=0)
    return share[sym], share[anti], int((parity[:2] < 0).sum())


def share_formula(carbon_energy, metal_energy, v):
    delta = carbon_energy - metal_energy
    return 0.5 * (1 + delta / np.sqrt(delta**2 + 8 * v**2))


def model_path(e_a, e_d):
    rows = []
    for s in np.linspace(0, 1, 12):
        beta, v = -0.3 - 5.7 * s, 1.5 * (1 - s)
        w_a, w_b, n_b2 = model_diagonalized(e_a, e_d, 0.0, beta, v, v)
        assert abs(w_a - share_formula(beta, e_a, v)) < 1e-9
        assert abs(w_b - share_formula(-beta, e_d, v)) < 1e-9
        rows.append((w_a, w_b, n_b2))
    return rows


print("model, eV: e_h = 0, beta -0.3 to -6.0, v_a = v_d 1.5 to 0")
cases = {"allowed": (1.0, -0.5), "d above sigma*": (9.0, 8.0),
         "empty a1 below d": (-1.5, 0.5)}
ends = {}
for name, (e_a, e_d) in cases.items():
    rows = model_path(e_a, e_d)
    ends[name] = rows[0], rows[-1]
    print(f" {name}: e_a={e_a:.1f} e_d={e_d:.1f} eV; metal share a1 "
          f"{rows[0][0]:.3f}->{rows[-1][0]:.3f}, b2 "
          f"{rows[0][1]:.3f}->{rows[-1][1]:.3f}; filled b2 levels "
          f"{rows[0][2]}->{rows[-1][2]}")
first, last = ends["allowed"]
print(f" allowed: metal electrons in the two pairs "
      f"{2*(first[0]+first[1]):.3f}->{2*(last[0]+last[1]):.3f}")
assert last[1] > 0.999 and last[0] < 0.001 and first[2] == last[2] == 1
assert ends["d above sigma*"][1][1] < 0.001
assert ends["empty a1 below d"][0][2] == 1
assert ends["empty a1 below d"][1][2] == 0


# ---------- geometry, lengths in nm ----------
def pyramid(symbol, center, toward, inplane, bond):
    """Atom with three H; its free hybrid points along 'toward'."""
    atoms = [(symbol, center)]
    for angle in np.radians([0, 120, -120]):
        side = np.cos(angle) * inplane + np.sin(angle) * np.array([1., 0, 0])
        atoms.append(("H", center + bond * (-toward + np.sqrt(8) * side) / 3))
    return atoms


def methyls(half, height, tilt, stretch=0.0, staggered=False):
    atoms = []
    for side in (1, -1):
        toward = np.array([0, -side * np.cos(tilt), -np.sin(tilt)])
        inplane = np.array([0, side * np.sin(tilt), -np.cos(tilt)])
        center = np.array([0, side * half, height])
        if side == 1:
            center = center - stretch * toward
            inplane = -inplane if staggered else inplane
        atoms += pyramid("C", center, toward, inplane, 0.109)
    return atoms


PD_C, CC_END, HEIGHT_END, PD_N = 0.200, 0.153, 0.400, 0.220
PALLADIUM = [("Pd", np.zeros(3))]


def path_methyls(t, stretch=0.0):
    start = PD_C / np.sqrt(2)
    half = start + (CC_END / 2 - start) * t
    height = start + (HEIGHT_END - start) * t**2
    return methyls(half, height, np.pi / 4 * (1 - t), stretch)


def ammonias():
    atoms, r = [], np.sqrt(0.5)
    for side in (1, -1):
        atoms += pyramid("N", PD_N * np.array([0, side * r, -r]),
                         np.array([0, -side * r, r]),
                         np.array([0, -side * r, -r]), 0.102)
    return atoms


# ---------- electronic structure and its analysis ----------
second_order_uses = []


def filled(mf):
    return mf.mo_coeff[:, mf.mo_occ > 0]


def solve(atoms, guess=None):
    """Closed-shell PBE0; 'guess' holds filled orbitals of a related system."""
    has_pd = any(symbol == "Pd" for symbol, _ in atoms)
    mol = gto.M(atom=[(s, tuple(10 * p)) for s, p in atoms], unit="Angstrom",
                basis={s: "lanl2dz" if s == "Pd" else "6-31g"
                       for s, _ in atoms},
                ecp={"Pd": "lanl2dz"} if has_pd else {}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe0"
    mf.grids.atom_grid = {"H": (20, 86), "C": (30, 110),
                          "N": (30, 110), "Pd": (50, 194)}
    mf.conv_tol, mf.max_cycle = 1e-6, 25
    density = None
    if guess is not None:
        overlap = mf.get_ovlp()
        metric = guess.T @ overlap @ guess       # make the guess orthonormal
        density = 2 * guess @ np.linalg.solve(metric, guess.T)
    mf.kernel(dm0=density)
    if not mf.converged:
        second_order_uses.append(mol.natm)
        orbitals, occupation = mf.mo_coeff, mf.mo_occ
        if density is not None:                  # restart from the guess
            natural = eigh(overlap @ density @ overlap, overlap)[1]
            orbitals = natural[:, ::-1]
            occupation = np.zeros(orbitals.shape[1])
            occupation[:mol.nelectron // 2] = 2
            fock = mf.get_fock(dm=density)
            orbitals = mf.canonicalize(orbitals, occupation, fock)[1]
        mf = mf.newton()
        mf.kernel(orbitals, occupation)
    assert mf.converged
    return mf


def ao_parity(label):
    """Signs of an s, p or d function under x -> -x, y -> -y, z -> -z."""
    m = label[3]
    odd = m if m in ("x", "y", "z", "xy", "yz", "xz") else ""
    return np.array([-1 if axis in odd else 1 for axis in "xyz"])


def irrep_electrons(mf):
    mol, xyz = mf.mol, mf.mol.atom_coords()
    offset = mol.aoslice_by_atom()[:, 2]
    labels = mol.ao_labels(fmt=None)
    density, overlap = mf.make_rdm1(), mf.get_ovlp()
    traces = []
    for op in OPERATIONS.values():
        rotation = np.zeros_like(overlap)
        for mu, label in enumerate(labels):
            atom = label[0]
            distance = np.linalg.norm(xyz - xyz[atom] * np.array(op), axis=1)
            image = int(np.argmin(distance))
            assert distance[image] < 1e-6
            sign = np.prod([p for p, o in zip(ao_parity(label), op) if o < 0])
            rotation[offset[image] + mu - offset[atom], mu] = sign
        traces.append(np.trace(overlap @ rotation @ density))
    return np.array([np.dot(c, traces) / 4 for c in CHARACTERS.values()])


def orthogonal_occupied(mf):
    value, vector = np.linalg.eigh(mf.get_ovlp())
    root = (vector * np.sqrt(value)) @ vector.T
    return root @ filled(mf)


def metal_shares(mf):
    """Metal shares of the a1 and b2 pairs beyond the other metal pairs.

    Squared singular values of the metal part of the occupied space. In a1,
    4s, 4p_z and two d pairs come first; in b2, 4p_y comes first.
    """
    occupied, labels = orthogonal_occupied(mf), mf.mol.ao_labels(fmt=None)
    result = []
    for y_sign, index in ((1, 4), (-1, 1)):
        rows = [i for i, lab in enumerate(labels) if lab[1] == "Pd"
                and ao_parity(lab)[0] == 1 and ao_parity(lab)[1] == y_sign]
        singular = np.linalg.svd(occupied[rows], compute_uv=False)
        result.append(singular[index] ** 2)
    return result


def dyz_electrons(mf):
    occupied, labels = orthogonal_occupied(mf), mf.mol.ao_labels(fmt=None)
    rows = [i for i, lab in enumerate(labels)
            if lab[1] == "Pd" and lab[3] == "yz"]
    return 2 * (occupied[rows] ** 2).sum()


def bond_orders(mf):
    occupied = orthogonal_occupied(mf)
    p = 2 * occupied @ occupied.T
    ranges = mf.mol.aoslice_by_atom()[:, 2:]
    carbon = [i for i in range(mf.mol.natm) if mf.mol.atom_symbol(i) == "C"]

    def order(i, j):
        return (p[slice(*ranges[i]), slice(*ranges[j])] ** 2).sum()
    return order(0, carbon[0]), order(carbon[0], carbon[1])


def orbital_gap(mf):
    return HARTREE * (mf.mo_energy[mf.mo_occ == 0].min()
                      - mf.mo_energy[mf.mo_occ > 0].max())


# ---------- separate products, then the C2v path ----------
atom = solve(PALLADIUM)
ethane = solve(methyls(CC_END / 2, 0.0, 0.0))
count_atom, count_ethane = irrep_electrons(atom), irrep_electrons(ethane)
print("electrons in a1, a2, b1, b2 (Pd small core removed):")
print(" Pd atom:", *np.rint(count_atom).astype(int),
      "; eclipsed ethane:", *np.rint(count_ethane).astype(int))
print(f"start: Pd-C {PD_C:.3f} nm, C-Pd-C 90 deg; "
      f"end: C-C {CC_END:.3f} nm, Pd to C-C midpoint {HEIGHT_END:.3f} nm")
print("path: t | C-C nm | Pd-C nm | E-E(0) eV | gap eV | share a1 | share b2"
      " | d_yz electrons | order Pd-C | order C-C")
path = []
for t in np.linspace(0, 1, 5):
    atoms = PALLADIUM + path_methyls(t)
    mf = solve(atoms, filled(path[-1][0]) if path else None)
    counts = irrep_electrons(mf)
    assert np.allclose(counts, np.rint(counts), atol=1e-3)
    assert np.allclose(counts, count_atom + count_ethane, atol=2e-3)
    assert orbital_gap(mf) > 0
    path.append((mf, *metal_shares(mf), dyz_electrons(mf), *bond_orders(mf)))
    carbon = [p for s, p in atoms if s == "C"]
    energy = HARTREE * (mf.e_tot - path[0][0].e_tot)
    print(f" {t:.2f} | {np.linalg.norm(carbon[0]-carbon[1]):.3f} | "
          f"{np.linalg.norm(carbon[0]):.3f} | {energy:.2f} | "
          f"{orbital_gap(mf):.2f} | " + " | ".join(
              f"{x:.3f}" for x in path[-1][1:]))
print(" irrep electrons at every path point:", *np.rint(counts).astype(int))
start, end = path[0], path[-1]
assert start[2] < 0.90 and end[2] > 0.95          # b2 pair goes to the metal
assert start[1] > end[1] + 0.10 and end[1] < 0.15  # a1 pair leaves the metal
assert end[3] > start[3] + 0.2 and end[3] > 1.9
assert start[4] > 0.5 and end[4] < 0.1            # Pd-C bond is lost
assert start[5] < 0.4 and end[5] > 0.8            # C-C bond is made

# The same state must be reached when starting from the separated products.
product_side = solve(PALLADIUM + path_methyls(0.75),
                     block_diag(filled(atom), filled(ethane)))
side_difference = HARTREE * (path[3][0].e_tot - product_side.e_tot)
print(f" t=0.75, reactant-side minus product-side start: "
      f"{abs(side_difference):.1e} eV (magnitude)")
assert abs(side_difference) < 1e-3

# ---------- ligands and other neglected effects ----------
bare_energy = HARTREE * (atom.e_tot + ethane.e_tot - start[0].e_tot)
ligands = solve(ammonias())
complex_start = solve(PALLADIUM + path_methyls(0.0) + ammonias(),
                      block_diag(filled(start[0]), filled(ligands)))
complex_end = solve(PALLADIUM + ammonias(),
                    block_diag(filled(atom), filled(ligands)))
assert orbital_gap(complex_start) > 0 and orbital_gap(complex_end) > 0
count_start = irrep_electrons(complex_start)
count_end = irrep_electrons(complex_end)
assert np.allclose(count_start, count_end + count_ethane, atol=3e-3)
ligand_energy = HARTREE * (complex_end.e_tot + ethane.e_tot
                           - complex_start.e_tot)
d_start, d_end = dyz_electrons(complex_start), dyz_electrons(complex_end)
assert d_end > d_start + 0.2
print(f"fixed-geometry reaction energy, bare Pd: {bare_energy:.2f} eV "
      f"= {bare_energy*const.e*const.N_A/1000:.0f} kJ/mol")
print(f"same with two NH3 (Pd-N {PD_N:.3f} nm, 90 deg): "
      f"{ligand_energy:.2f} eV")
print(" irrep electrons, complex:", *np.rint(count_start).astype(int),
      "; Pd(NH3)2:", *np.rint(count_end).astype(int))
print(f" d_yz electrons with NH3: {d_start:.3f} -> {d_end:.3f}")

middle = path[2]
bent = solve(PALLADIUM + path_methyls(0.5, stretch=0.010), filled(middle[0]))
print(f"C2v broken at t=0.50 (one CH3 moved 0.010 nm): energy change "
      f"{HARTREE*(bent.e_tot-middle[0].e_tot):.3f} eV, d_yz change "
      f"{dyz_electrons(bent)-middle[3]:.3f} electrons")
assert abs(dyz_electrons(bent) - middle[3]) < 0.1

staggered = solve(methyls(CC_END / 2, 0.0, 0.0, staggered=True))
rotation_gain = HARTREE * (ethane.e_tot - staggered.e_tot)
assert rotation_gain > 0
print(f"eclipsed minus staggered ethane: {rotation_gain:.3f} eV")

triplet = tddft.TDA(start[0])
triplet.singlet, triplet.nstates, triplet.conv_tol = False, 3, 1e-4
triplet.kernel()
assert np.all(triplet.converged)
triplet_energy = HARTREE * np.min(triplet.e)
thermal = const.k * 400 / const.e
assert triplet_energy > 5 * thermal
print(f"lowest triplet above singlet at t=0 (TDA): {triplet_energy:.2f} eV")
print(f"thermal energy kT at 400 K: {thermal:.4f} eV")
print("calculations that needed the second-order solver:",
      len(second_order_uses))
print("finished without a failed check")
```

Printed output:

```
hybrid characters (E, C2, s_xz, s_yz): 2 0 0 2
hybrid irreps: a1 b2
model, eV: e_h = 0, beta -0.3 to -6.0, v_a = v_d 1.5 to 0
 allowed: e_a=1.0 e_d=-0.5 eV; metal share a1 0.354->0.000, b2 0.593->1.000; filled b2 levels 1->1
 d above sigma*: e_a=9.0 e_d=8.0 eV; metal share a1 0.045->0.000, b2 0.062->0.000; filled b2 levels 1->1
 empty a1 below d: e_a=-1.5 e_d=0.5 eV; metal share a1 0.636->0.000, b2 0.476->1.000; filled b2 levels 1->0
 allowed: metal electrons in the two pairs 1.892->2.000
electrons in a1, a2, b1, b2 (Pd small core removed):
 Pd atom: 8 2 4 4 ; eclipsed ethane: 8 2 2 6
start: Pd-C 0.200 nm, C-Pd-C 90 deg; end: C-C 0.153 nm, Pd to C-C midpoint 0.400 nm
path: t | C-C nm | Pd-C nm | E-E(0) eV | gap eV | share a1 | share b2 | d_yz electrons | order Pd-C | order C-C
 0.00 | 0.283 | 0.200 | 0.00 | 4.57 | 0.269 | 0.659 | 1.338 | 1.113 | 0.197
 0.25 | 0.250 | 0.201 | 0.33 | 4.62 | 0.240 | 0.713 | 1.459 | 1.025 | 0.301
 0.50 | 0.218 | 0.233 | 1.38 | 4.05 | 0.170 | 0.900 | 1.817 | 0.599 | 0.641
 0.75 | 0.185 | 0.301 | 0.73 | 3.32 | 0.063 | 0.993 | 1.998 | 0.145 | 1.003
 1.00 | 0.153 | 0.407 | -0.02 | 3.04 | 0.019 | 0.998 | 1.997 | 0.033 | 1.099
 irrep electrons at every path point: 16 4 6 10
 t=0.75, reactant-side minus product-side start: 5.4e-08 eV (magnitude)
fixed-geometry reaction energy, bare Pd: 0.05 eV = 5 kJ/mol
same with two NH3 (Pd-N 0.220 nm, 90 deg): 1.13 eV
 irrep electrons, complex: 24 6 8 18 ; Pd(NH3)2: 16 4 6 12
 d_yz electrons with NH3: 1.330 -> 1.944
C2v broken at t=0.50 (one CH3 moved 0.010 nm): energy change 0.199 eV, d_yz change -0.022 electrons
eclipsed minus staggered ethane: 0.141 eV
lowest triplet above singlet at t=0 (TDA): 1.99 eV
thermal energy kT at 400 K: 0.0345 eV
calculations that needed the second-order solver: 0
finished without a failed check
```
